Parabolic tunnel conductance of a trapezoidal barrier and its displaced minimum

**Result**

Two metals are separated by an insulator of thickness d, in which tunnelling electrons have effective mass m. At zero bias the barrier rises linearly from φ₁ at electrode 1 to φ₂ at electrode 2, both measured from the common Fermi level. Write

φ̄ = (φ₁ + φ₂)/2, Δ = φ₂ − φ₁, κ = √(2mφ̄)/ħ, S₀ = 2κd, A₀ = 4√(2m) d/(3ħ).

A positive voltage V lowers the Fermi level of electrode 2 by eV. At low temperature and low bias, the conductance per unit area G = dJ/dV is the Brinkman-Dynes-Rowell parabola:

G(V)/G(0) = 1 − [A₀Δ/(16φ̄^(3/2))] eV + [9A₀²/(128φ̄)] (eV)² (1)

G(0) = [e²κ/(4π²ħd)] exp(−2κd) (2)

Setting the derivative of (1) to zero gives the minimum at

eV_min = [A₀Δ/(16φ̄^(3/2))] · [64φ̄/(9A₀²)] = 4Δ/(9A₀√φ̄) = Δ/(3κd). (3)

The last form uses A₀√φ̄ = 4κd/3. Unequal barrier heights thus displace the minimum from zero voltage, towards the bias that flattens the barrier. Exchanging φ₁ and φ₂ reverses the displacement.

These are leading-order results for S₀ ≫ 1 and (Δ/φ̄)² ≪ 1. Equation (2) also needs S₀(Δ/φ̄)²/96 ≪ 1, and the parabola needs eV small against both φ̄ and 2φ̄/(κd). The converse of the displacement statement is false: a displaced minimum does not prove unequal barriers, because unlike electrodes can displace it too.

**Common starting point**

Let tunnelling conserve the total energy E and the transverse wave vector k∥. Summing over spin and over k∥ gives

J = (2e/h) ∫dE (f₁ − f₂) ∫ d²k∥/(2π)² P,

where f₁ and f₂ are the Fermi functions and P is the transmission probability. In the insulator, P depends on the energy of motion normal to the layer,

ε = E − ħ²k∥²/(2m).

Since d²k∥/(2π)² = k∥dk∥/(2π), the change of variable gives a factor m/(2πħ²) times dε. Hence

J = C ∫dE (f₁ − f₂) ∫_{−∞}^{E} P(ε) dε, C = em/(2π²ħ³). (4)

The mass in C is that of the insulator. The limit −∞ is allowed if the electrodes supply all transverse momenta for which P is appreciable.

For P take the exponential WKB form P = exp(−S), without interface factors:

S = (2√(2m)/ħ) ∫₀^d √(φ(x) − ε) dx.

At zero temperature f₁ − f₂ is zero except between the two Fermi levels, where it is one for V > 0 and minus one for V < 0. Write v = eV.

**First derivation: a symmetric window and a changing tilt**

Measure energies from midway between the Fermi levels. The window is then −v/2 < E < v/2. The barrier ends lie at φ₁ + v/2 and φ₂ − v/2, so the mean height stays at φ̄ and bias changes only the tilt,

δ = Δ − v.

With u = φ̄ − ε and y = x/d, the action is

S = (2√(2m) d/ħ) ∫₀¹ √(u + δ(y − ½)) dy
 = (A₀/δ) [(u + δ/2)^(3/2) − (u − δ/2)^(3/2)].

For f(u) = u^(3/2), the difference f(u+h) − f(u−h) equals 2hf′ + h³f‴/3 + …, where f′ = 3√u/2 and f‴ = −3/(8u^(3/2)). Putting h = δ/2,

S = A₀ [3√u/2 − δ²/(64u^(3/2)) + …]. (5)

The action is even in δ and, to this order, largest at δ = 0. At fixed mean height, the flat barrier is the most opaque.

Define K(δ) as the integral of P from ε = −∞ to 0. The inner integral in (4) is then

K + P(0)E + P_ε(0)E²/2 + …,

where P_ε = ∂P/∂ε. Over the symmetric window the term linear in E vanishes, and ∫E²dE = v³/12. Therefore

J = C [v K(Δ − v) + v³P_ε(0)/24 + …].

Differentiate with respect to v, remembering that K depends on Δ − v:

dJ/dv = C [K(Δ − v) − vK′(Δ − v) + v²P_ε/8 + …].

Expanding K(Δ − v) = K − vK′ + v²K″/2 and K′(Δ − v) = K′ − vK″ gives

dJ/dv = C [K − 2vK′ + v²(3K″/2 + P_ε/8) + …], (6)

with everything on the right taken at δ = Δ. The coefficients relative to G(0) are −2K′/K and (3K″/2 + P_ε/8)/K. No assumption of large S₀ has been used in finding them.

Now evaluate K for small tilt. Put u = φ̄t², so that S ≈ S₀t and |dε| = 2φ̄t dt. Then

K ≈ 2φ̄ ∫₁^∞ t exp(−S₀t) dt = 2φ̄ exp(−S₀)(1/S₀ + 1/S₀²) = [exp(−S₀)/c](1 + 1/S₀),

c = S₀/(2φ̄) = 3A₀/(4√φ̄) = 2md/(ħ²κ).

Here c is the rate −dS/dε at ε = 0. Since G = dJ/dV = e dJ/dv, leading order gives G(0) = eC exp(−S₀)/c. Inserting C and c yields (2).

For the linear term, (5) gives ∂P/∂δ = P A₀δ/(32u^(3/2)). Thus

K′/K = [A₀Δ/(32φ̄^(3/2))] ⟨t⁻³⟩,

where the average has weight t exp(−S₀t). With t = 1 + y, the numerator contains t⁻² ≈ 1 − 2y and the denominator t = 1 + y. Since y averages to 1/S₀ under exp(−S₀y),

⟨t⁻³⟩ ≈ (1 − 2/S₀)/(1 + 1/S₀) ≈ 1 − 3/S₀.

The linear coefficient is therefore

−2K′/K = −[A₀Δ/(16φ̄^(3/2))](1 − 3/S₀ + …). (7)

The quadratic coefficient has two parts. The energy window contributes

P_ε/(8K) ≈ (c²/8)(1 − 1/S₀).

The tilt contributes 3K″/(2K) ≈ 3A₀/(64φ̄^(3/2)), leaving out terms of order Δ². Because A₀ = 2S₀/(3√φ̄), this equals S₀/(32φ̄²), which is (c²/8)/S₀. The two corrections of relative order 1/S₀ cancel, leaving

c²/8 = 9A₀²/(128φ̄).

This proves (1). It also shows that the first thickness correction multiplies V_min by 1 − 3/S₀.

**Second derivation: the balance of two emission currents**

This route starts again from (4) but does not use the closed form of the action. Exchange the order of integration. An electrode with Fermi level μ sends out the current

C ∫_{−∞}^{μ} (μ − ε) P(ε) dε,

since μ − ε is the range of total energy available at a given ε. The net current is the difference between the two emissions.

For S₀ ≫ 1, electrons near each Fermi level dominate. Let S_μ be the action at that level, and approximate S ≈ S_μ + c(μ − ε). With s = μ − ε, the integral becomes

exp(−S_μ) ∫₀^∞ s exp(−cs) ds = exp(−S_μ)/c².

Using one value of c for both electrodes neglects corrections of relative order 1/S₀.

An electron at Fermi level 1 sees barrier ends φ₁ and φ₂ − v. One at Fermi level 2 sees φ₁ + v and φ₂. Hence

J ≈ (C/c²) [exp(−S(φ₁, φ₂ − v)) − exp(−S(φ₁ + v, φ₂))]. (8)

Define the sensitivities of the action to raising each end:

a = ∂S/∂φ₁ = (√(2m)/ħ) ∫₀^d (1 − x/d)/√φ(x) dx,
b = ∂S/∂φ₂ = (√(2m)/ħ) ∫₀^d (x/d)/√φ(x) dx.

Raising both ends together is equivalent to lowering the electron energy, so a + b = c. To first order the exponents in (8) are −S + bv and −S − av. Second derivatives of S give further corrections of relative order 1/S₀. Expanding the exponentials,

J ≈ (C exp(−S)/c²) [(a + b)v + (b² − a²)v²/2 + (a³ + b³)v³/6].

Put D = b − a and divide out a + b = c. Since (a³ + b³)/(a + b) = a² − ab + b² = (c² + 3D²)/4,

J ≈ (C exp(−S)/c) [v + Dv²/2 + (c² + 3D²)v³/24],

G(V)/G(0) = 1 + Dv + (c² + 3D²)v²/8. (9)

It remains to find D. For a weakly tilted barrier,

1/√φ(x) ≈ φ̄^(−1/2) [1 − (Δ/2φ̄)(y − ½)].

The difference of the two weights is 2y − 1. It integrates to zero against the constant, and ∫₀¹(2y − 1)(y − ½)dy = 1/6. Therefore

D = −(√(2m) d/ħ) Δ/(12φ̄^(3/2)) = −A₀Δ/(16φ̄^(3/2)),

where √(2m)d/ħ = 3A₀/4. This is the linear coefficient in (1). Also D/c = −Δ/(12φ̄), so 3D² is smaller than c² by the factor Δ²/(48φ̄²). Dropping it restores the quadratic coefficient.

The sign has a direct reading. The action is more sensitive to a change at the low end of the barrier, because 1/√φ is larger there. If φ₂ > φ₁, then a > b. For electrons leaving electrode 2, reverse bias lowers the barrier at its low end, next to electrode 1, and so raises the conductance faster than forward bias does. The minimum moves to V > 0.

**What each derivation assumes**

Both derivations use conserved transverse momentum, zero temperature, ideal electrodes and exponential transmission. They differ in where the barrier's shape and opacity enter.

The first uses the linear profile early, since bias then changes nothing but the tilt. In return, (6) holds before S₀ is taken large, and the first thickness corrections follow from it.

The second takes S₀ ≫ 1 from the outset and does not resolve those corrections. In return, D = b − a applies at leading order to any smooth zero-bias profile φ(x), provided that the applied voltage falls uniformly across the insulator. The linear coefficient vanishes for a mirror-symmetric profile. Asymmetry inside the layer can displace the minimum even if the two end heights are equal.

Neither derivation places the minimum at eV = Δ, where the barrier is flat. Bias also widens the energy window, which raises the conductance in both directions. For weak tilt K′ ≈ ΔK″, so the tilt terms in (6) alone would put the minimum of dJ/dV at 2Δ/3. The window term moves it much closer to zero. From (1), the depth of the minimum is

D²/(4 · c²/8) = 2D²/c² = Δ²/(72φ̄²)

relative to G(0). At leading order it does not depend on thickness.

**Larger bias and finite temperature**

If the tilt is held fixed and the inner integral in (4) varies as K exp(cE), integration over the window gives J = 2CK sinh(cv/2)/c and G/G(0) = cosh(cv/2). Its expansion begins with 1 + c²v²/8. This gives the condition v ≪ 2/c = 2φ̄/(κd).

Under the same exponential approximation, temperature T multiplies the current by the thermal average of exp(cE) around a Fermi level. Let q = ck_BT < 1 and let f be the Fermi function. Since exp(E/k_BT) = (1 − f)/f, the average is

∫₀¹ [(1 − f)/f]^q df = Γ(1 − q)Γ(1 + q) = πq/sin(πq).

This factor does not depend on V at fixed c, so at this order warming raises G without moving its minimum.

**Worked example**

Take φ₁ = 1.80 eV, φ₂ = 2.80 eV, d = 3.50 nm and m = 0.20 electron masses. Then φ̄ = 2.30 eV, Δ = 1.00 eV, κ = 3.475 nm⁻¹, S₀ = 24.32 and A₀ = 10.69 eV^(−1/2). The parabola has

linear coefficient: −10.69 × 1.00/(16 × 2.30^(3/2)) = −0.192 V⁻¹,
quadratic coefficient: 9 × 10.69²/(128 × 2.30) = 3.49 V⁻²,
minimum: 1.00/(3 × 3.475 × 3.50) V = 27.4 mV.

Equation (2) gives G(0) = 1.67×10⁻² S/cm². Direct summation of (4) gives 1.82×10⁻² S/cm², coefficients −0.173 V⁻¹ and 3.54 V⁻², and a minimum at 24.6 mV. Formula (3) is thus about 12% above the summed value. The factor 1 − 3/S₀ brings it to 24.0 mV. The depth is 0.26% of G(0) by the leading-order formula and 0.21% by direct summation, so resolving this minimum requires a conductance measurement finer than 0.2%.

The thickness correction was tested with φ̄ and m unchanged and Δ = 0.02 eV. The ratio of the summed linear coefficient to the formula rises from 0.890 at 3.5 nm to 0.985 at 28 nm. The quadratic ratio is already 0.997 at 3.5 nm, consistent with the cancellation found above.

At +0.5 V and −0.5 V the summed ratios G/G(0) are 1.90 and 2.23, whereas the parabola gives 1.78 and 1.97. The average of the summed pair is 2.07. The parabola's average is 1.87 and cosh(cv/2) is 2.01, so most of the shortfall in the even part comes from the truncated growth of the energy window.

**The real capacitor and the limits of the model**

The parameters are rough values for a TiN/HfO₂/Pt capacitor. The model field in the oxide is 2.9 MV/cm at zero bias and 4.3 MV/cm at −0.5 V; the latter approaches the rough breakdown range of thin HfO₂, several MV/cm. Each estimate below changes one assumption at a time, starting from the summed minimum at 24.6 mV.

At 300 K, G(0) rises by 3% and the minimum stays at 24.6 mV. An image force with optical permittivity 4 multiplies G(0) by 5.3 and moves the minimum to 26.4 mV. Matching waves at abrupt interfaces to free-electron metals, both with Fermi energy 6 eV, multiplies G(0) by 3.5 and moves the minimum to 19.7 mV. TiN and Pt are not free-electron metals, and the result depends on how alike the electrodes are: Fermi energies of 9 eV at electrode 1 and 3 eV at electrode 2 would put the minimum at −4.0 mV.

Electrode screening matters because the oxide permittivity is high. For a static permittivity of 20 and a screening length of 0.058 nm in each metal, 40% of the applied bias falls in the electrodes. With the zero-bias interface barriers held fixed, the tilt changes by only 0.60v. The minimum moves to 15.2 mV, close to 0.60 × 24.6 mV.

The largest shift comes from the insulator's dispersion. With a gap of 5.8 eV, a two-band relation replaces the local depth w = φ(x) − E by w(1 − w/5.8 eV) at k∥ = 0. The band-edge mass is raised to 0.331 electron masses to keep κ unchanged at the mean barrier. The energy slope of the action there falls by the factor (1 − 2φ̄/5.8 eV)/(1 − φ̄/5.8 eV) = 0.34. This weakens the energy-window term, while the current becomes more sensitive to tilt. The computed coefficients become −0.51 V⁻¹ and 1.26 V⁻², and the minimum moves to 219 mV. This value is sensitive to the gap: 5.3 eV would give 272 mV and 6.0 eV would give 201 mV, with κ again kept unchanged at the mean barrier. In the five estimates that start from 24.6 mV with like electrodes, the sign of the displacement survives. Within the parabolic-band model, strongly unlike electrodes can reverse it. The size of the displacement is not a reliable measure of Δ in such a device. Current through traps is not included.

A control case shows why the converse inference fails. Give both barriers the height 2.30 eV, and give electrodes 1 and 2 Fermi energies of 6 and 9 eV. Wave matching alone puts the minimum at +7.7 mV. Unequal screening alone puts it at −14.5 mV: electrode 2 screens over a shorter length, so positive bias lowers the mean barrier and raises the conductance. Before a displaced minimum is read as a barrier difference, these electrode contributions, and any asymmetry inside the layer, must be known or shown to be small.

Table of computed values

```
barrier at electrode 1, 2: 1.80, 2.80 eV
mean barrier, difference: 2.30, 1.00 eV
thickness: 3.50 nm; mass: 0.20 electron masses
kappa: 3.4747 1/nm; S0 = 2 kappa d: 24.323
A0: 10.6920 eV^-1/2; c = S0/(2 mean): 5.2876 1/eV
G(0), formula: 1.6731e-02 S/cm^2
G(0), formula with first corrections: 1.8274e-02 S/cm^2
G(0), full sum: 1.8184e-02 S/cm^2
linear coefficient, formula: -0.1916 1/V; full sum: -0.1733 1/V
quadratic, formula: 3.4948 1/V^2; full sum: 3.5407 1/V^2
minimum, formula: 27.41 mV
minimum, formula times (1-3/S0): 24.03 mV
minimum, full sum: 24.58 mV
minimum, barriers exchanged: -24.58 mV
minimum, equal barriers: 0.00 mV
depth of minimum, formula: 0.263 % of G(0)
thickness nm, S0, linear ratio, quadratic ratio (sum/formula),
  for a barrier difference of 0.02 eV:
  3.5  24.32  0.88994  0.99710
  7.0  48.65  0.94188  0.99923
  14.0  97.29  0.97009  0.99980
  28.0  194.58  0.98482  0.99995
bias V, G/G(0) full sum, G/G(0) formula:
  -0.5  2.2331  1.9695
  -0.3  1.4078  1.3720
  -0.1  1.0535  1.0541
  0.1  1.0178  1.0158
  0.3  1.2736  1.2571
  0.5  1.8993  1.7779
oxide field at V = 0: 2.86 MV/cm
oxide field at V = -0.5 V: 4.29 MV/cm
Neglected effects: G(0) relative to full sum, minimum in mV
  temperature 300 K: 1.0306, 24.64
  thermal factor from formula: 1.0314
  image force, optical permittivity 4: 5.338, 26.41
  two-band dispersion, gap 5.8 eV: 1.087, 219.0
  two-band edge mass: 0.331 electron masses
  two-band coefficients: -0.509 1/V, 1.264 1/V^2
  wave matching, Fermi energies 6 eV: 3.486, 19.74
  electrode screening, static permittivity 20: 1.000, 15.18
  screening length: 0.0575 nm
  bias share lost in electrodes: 39.7 %
Equal barriers, Fermi energies 6 and 9 eV:
  minimum from wave matching: 7.67 mV
  minimum from unequal screening: -14.54 mV
```
